# Symmetric Collocation for Slab Infiltration: Convergence and Reaction Layers

**The resolution decision**

Suppose the furnace temperature is raised while a porous preform is infiltrated from both faces. Deposition retreats towards the faces, and a grid adequate for the cooler run may fail. For the methane infiltration model below, a relative error of $10^{-6}$ in the mean deposition rate, read from the face flux, takes 9 interior nodes at 1250 K, 15 at 1350 K and 24 at 1450 K, counting the smallest $N$ from which the error stays below that level. For analytic kinetics and a thin reaction layer, the node count grows as the square root of the Thiele modulus.

**Model and scaling**

Let $X$ be the distance from the midplane of a slab of half-thickness $L$. The precursor concentration is $c$, with face value $c_0$. $D$ is the effective diffusivity, $S$ the wall area per slab volume, and $R(c)$ the consumption per wall area. The slab is isothermal and uniform, net gas flow is neglected, and gas diffusion is fast compared with pore narrowing. The steady balance is
$$D\,\frac{d^2c}{dX^2}=S R(c),\qquad R(c)=\frac{kc}{1+Kc}.$$
Set $x=X/L$, $u=c/c_0$, $\beta=Kc_0>0$ and $R_0=R(c_0)=kc_0/(1+\beta)$. Multiplication by $L^2/(Dc_0)$ gives
$$u''=\phi^2f(u),\quad f(u)=\frac{(1+\beta)u}{1+\beta u},\quad \phi^2=\frac{L^2SR_0}{Dc_0},$$
with $u'(0)=0$ by symmetry and $u(1)=1$. All algebra is dimensionless. The effectiveness, the mean deposition rate divided by the face rate, is
$$\eta=\int_0^1f(u)\,dx=\frac{1}{\phi^2}\int_0^1u''dx=\frac{u'(1)}{\phi^2}.$$

For small $\phi$, $f\simeq1$ gives $u\simeq1-\phi^2(1-x^2)/2$. Since $f'(1)=1/(1+\beta)$ and $\int_0^1(1-x^2)dx=2/3$, $\eta\simeq1-\phi^2/[3(1+\beta)]$: deposition is nearly uniform.

**Nodes and matrices**

Symmetry and the face value are built into
$$u_N(x)=1+(1-x^2)q(x^2),\qquad \deg q\le N-1.$$
With $s=x^2$, choose the interior nodes $s_i$ as the zeros of the degree-$N$ polynomial $\pi_N$ orthogonal to all lower degrees under the weight $(1-s)s^{-1/2}$ on $[0,1]$. Add $s=1$.

The interpolatory quadrature on these $N+1$ nodes integrates $p(x^2)$ exactly for $\deg p\le2N$. To see this, let $\ell$ interpolate $p$ with degree at most $N$. Then $p-\ell=(1-s)\pi_N r$ with $\deg r\le N-1$. Because $dx=\tfrac12s^{-1/2}ds$, orthogonality makes its integral vanish.

Use even Legendre polynomials as a basis:
$$V_{ij}=P_{2j}(x_i),\qquad V''_{ij}=P''_{2j}(x_i),\qquad j=0,\ldots,N.$$
Nodal values are $\mathbf u=V\mathbf a$, so $\mathbf u''=B\mathbf u$ with $B=V''V^{-1}$. The quadrature weights solve $V^T\mathbf w=(1,0,\ldots,0)^T$, since $\int_0^1P_{2j}dx=\delta_{j0}$.

Derivatives follow from
$$P'_{n+1}=P'_{n-1}+(2n+1)P_n.$$
Indeed, $P_{n+1}-P_{n-1}$ vanishes at $\pm1$. Integration by parts shows that its derivative is orthogonal to every degree below $n$, so it is a multiple of $P_n$; the leading coefficients give $2n+1$. One more differentiation gives the recurrence for $P''$.

The discrete equations, at interior nodes only, are
$$\sum_jB_{ij}u_j=\phi^2f(u_i).$$
Legendre's equation at $x=1$ reads $-2P_n'(1)+n(n+1)=0$. This gives two estimates of $\eta$:
$$\eta_{\rm flux}=\frac1{\phi^2}\sum_{j=0}^Na_j\,j(2j+1),\qquad \eta_{\rm quad}=\sum_iw_if(u_i).$$
The quadrature is exact for $u_N''$, whose integral is $u_N'(1)$. Substituting the discrete equations at the interior nodes, and $f(1)=1$ at the face, yields
$$\eta_{\rm flux}-\eta_{\rm quad}=\frac{w_{\rm face}}{\phi^2}\left[u_N''(1)-\phi^2\right].$$
The difference therefore measures the uncollocated residual at the face.

**Newton iteration**

Linearization about the current field $v_k$ gives
$$v_{k+1}''=\phi^2[f(v_k)+f'(v_k)(v_{k+1}-v_k)],\quad f'(u)=\frac{1+\beta}{(1+\beta u)^2}.$$
Linearize first about zero. Then $v_1=\cosh(\phi\sqrt{1+\beta}\,x)/\cosh(\phi\sqrt{1+\beta})$, which is positive.

For $u\ge0$, $f$ is concave and lies below its tangents, so $v_k''\ge\phi^2f(v_k)$. The change $d=v_{k+1}-v_k$ then obeys $d''\le\phi^2f'(v_k)d$, with $d(1)=0$. A negative minimum would need $d''\ge0$ while the right side is negative, so $d\ge0$. The same argument applied to $u-v_k$, using that $f$ increases, gives $v_k\le u$. The continuous iterates thus rise, bounded by the solution.

The discrete equations need not inherit this order when the layer is unresolved. At 1350 K with $N=40$, Newton took 5 steps, and no interior value fell by more than $10^{-8}$ between steps.

```text
input phi, beta, tolerance, increasing list of N
for each N:
    build x, V, V'', w; B = V'' V^{-1}
    u_interior = 0; u_face = 1
    repeat, up to an iteration limit:
        A = B_interior - phi^2 diag(f'(u_interior))
        b = phi^2 [f(u) - f'(u) u]_interior
            - B_(interior,face)
        solve A u_new = b
        reject N if values are not finite or 1+beta*u <= 0
        stop when the change is small
    a = V^{-1} u; compute eta_flux and eta_quad
    accept after two successive N give
        |eta_flux-eta_quad| <= tolerance*|eta_quad|
```

Each dense Newton solve costs about $N^3/3$ multiply-add pairs, and storage is $O(N^2)$. Matrices for a given $N$ can be reused at every temperature. Rounding needs attention at large $N$: differentiating Legendre's equation once gives $P_n''(1)=(n-1)n(n+1)(n+2)/8$, so second derivatives amplify coefficient errors by up to order $N^4$.

**Why the quadrature rate is better**

The linear case $\beta=0$ allows a proof. Let $r=u_N''-\phi^2u_N$ and let $v=(1-x^2)p(x^2)$ with $\deg p\le N-1$. The product $vr$ has degree at most $2N$ in $s$. It vanishes at every node, so $\int_0^1vr\,dx=0$. With
$$A(g,h)=\int_0^1(g'h'+\phi^2gh)\,dx,$$
integration by parts gives $A(u_N,v)=0$, which is the Galerkin condition. Choosing $v=u_N-1$ gives $A(u_N,u_N)=A(u_N,1)=\phi^2\eta_{\rm quad}$. The exact solution likewise has $A(u,u)=\phi^2\eta$.

Let $e=u_N-u$. Since $e(1)=0$, $A(u,e)=0$, and expanding $A(u+e,u+e)$ gives
$$\eta_{\rm quad}-\eta=\int_0^1e^2dx+\frac1{\phi^2}\int_0^1(e')^2dx\ge0.$$
The error in $\eta_{\rm quad}$ is quadratic in the profile error. At $\phi=5$, $N=3$, both sides were computed as $2.011\times10^{-5}$.

For $\beta>0$ this identity no longer holds, and neither does the upper bound: the example below has a value under the converged one at $N=2$. The faster rate survives in the tested nonlinear case. At $\phi=5$, $\beta=2$, the fitted exponential rate of the quadrature error was 1.95 times that of the flux error. There, at $N=6$, the difference of the two estimates was 0.994 of the true flux error.

**An independent solution**

Multiply $u''=\phi^2f(u)$ by $u'$ and integrate from the centre, where $u=u_0$ and $u'=0$:
$$u'^2=2\phi^2[F(u)-F(u_0)],\quad F(v)=\frac{1+\beta}{\beta^2}[\beta v-\ln(1+\beta v)].$$
Separation of variables fixes $u_0$, and the face slope gives $\eta$:
$$\phi=\int_{u_0}^{1}\frac{dv}{\sqrt{2[F(v)-F(u_0)]}},\qquad \eta=\frac{\sqrt{2[F(1)-F(u_0)]}}{\phi}.$$
These formulas supply the reference values for the errors below. For a thin layer $u_0\to0$, so
$$\phi\eta\to\sqrt{2F(1)}=1.1628\qquad(\beta=2).$$

**Convergence and the layer law**

Put $x=(z+z^{-1})/2$. If $u$ is analytic inside the ellipse traced by $|z|=\rho$, with foci $\pm1$, its Laurent series in $z$ is a Chebyshev series in $x$. Cauchy's estimate bounds the degree-$n$ coefficient by a constant times $\tilde\rho^{-n}$ for any $\tilde\rho<\rho$. An even polynomial of degree $2N$ can therefore approach $u$ essentially as $\rho^{-2N}$.

The singularities that limit $\rho$ can be located. On $x=iy$ the equation becomes $u_{yy}=-\phi^2f(u)$, an oscillator. Starting from $u_0$, it turns at $u_-<0$, where $F(u_-)=F(u_0)$. This point exists because $F$ has its minimum at zero and diverges upwards at $-1/\beta$. The imaginary distance is
$$X_i=\frac1\phi\int_{u_-}^{u_0}\frac{dv}{\sqrt{2[F(u_0)-F(v)]}}.$$
Now move parallel to the real axis from $iX_i$. The equation is again $u''=\phi^2f(u)$, but $f<0$, so $u$ falls to the kinetic pole $-1/\beta$ after
$$X_r=\frac1\phi\int_{-1/\beta}^{u_-}\frac{dv}{\sqrt{2[F(v)-F(u_-)]}}.$$
There $F$ diverges logarithmically and the slope as the square root of $F$, so $u$ is singular. Evenness and reality give the four points $\pm X_r\pm iX_i$. Take $x_*=X_r+iX_i$ and $\rho=|x_*+\sqrt{x_*^2-1}|$, with the root chosen so that $\rho>1$.

The derivation does not prove that no other singularity is nearer, nor that nonlinear collocation attains the best polynomial rate. The computed coefficients test the first point; the node counts given further on bear on the second. A conjugate pair makes them oscillate, roughly $a_j\propto r^j\cos(j\alpha+\gamma)$ with $r=\rho^{-2}$. For this form $a_j^2-a_{j-1}a_{j+1}\propto r^{2j}\sin^2\alpha$, which removes the oscillation. An estimated factor $j^{-3/2}$ for the weak branch point was also divided out. For $\beta=2$:

- At $\phi=5$, $x_*=0.808+0.363i$; $\ln\rho$ is predicted as 0.499 and fitted as 0.507.
- At $\phi=12$, $x_*=0.920+0.151i$; the values are 0.310 and 0.314.

For large $\phi$, write $\zeta=\phi(1-x)$. The layer equation $U_{\zeta\zeta}=f(U)$, with $U(0)=1$ and $U\to0$ inside, contains no $\phi$. Its singularities $\zeta_*$ are fixed, so $x_*=1-\zeta_*/\phi$. For small $\delta$, $\ln[1+\delta+\sqrt{2\delta+\delta^2}]\simeq\sqrt{2\delta}$, hence
$$\ln\rho\simeq\left|\operatorname{Re}\sqrt{-2\zeta_*/\phi}\right|\propto\phi^{-1/2},\qquad N\simeq\frac{\ln(1/\varepsilon)}{2\ln\rho}\propto\sqrt\phi\,\ln(1/\varepsilon).$$
Here $\varepsilon$ is the relative flux error, and algebraic prefactors are ignored. The physical layer has width of order $1/\phi$. Polynomial nodes near the face are spaced as $1/N^2$, which is why $N\propto\sqrt\phi$ suffices.

At $\phi=20$, 80 and 320, with $\beta=2$ and $\varepsilon=10^{-6}$ held fixed, the flux needed 28, 57 and 114 nodes; the quadrature needed 16, 32 and 64. Each count is the smallest $N$ from which all larger tested $N$ stay within $\varepsilon$; because the error oscillates, some smaller $N$ also pass, such as $N=102$ for the flux at $\phi=320$. The fitted exponent for the flux is 0.506. Using $\sqrt\phi\ln\rho\simeq1.07$, the value at $\phi=12$, the estimate for $\phi=20$ is $13.8\sqrt{20}/(2\times1.07)\simeq29$. This constant belongs to $\beta=2$ and must be recomputed for other kinetics.

**Worked infiltration case**

The inputs are chosen round values in the rough regime of pyrocarbon deposition from methane diluted in hydrogen: 10 Torr methane in 100 Torr total, pore diameter 2000 nm, $L=5$ mm, porosity 0.5, tortuosity 3 and $\beta=2$. Face growth is 100 nm/h at 1250 K, with activation energy 2.6 eV. The carbon density is 2.0 g/cm³. The molecular diffusivity is taken as 0.7 cm²/s at 300 K and 760 Torr, varying as $T^{1.75}$ and inversely with pressure; the Knudsen diffusivity is one third of the pore diameter times the mean molecular speed. These inputs, $\beta$ included, are the same at all three temperatures. The value $\beta=2$ is chosen to make saturation visible and is not fitted to methane data. It matters: at 1350 K, with the same face growth, $\beta=0.1$ would give $\eta=0.153$ and a flux count of 8 nodes, against 0.175 and 15 for $\beta=2$.

At 1350 K, the Arrhenius factor raises face growth to 598 nm/h, or $1.660\times10^{-8}$ cm/s. Multiplication by the molar density $2.0/12.01$ mol/cm³ gives $R_0=2.765\times10^{-9}$ mol/(cm² s), one methane molecule supplying one carbon atom. For cylindrical pores $S=4\times0.5/(2\times10^{-4})=10^4$ cm$^{-1}$.

The Knudsen and molecular diffusivities, 8.90 and 73.97 cm²/s, add as resistances. Multiplication by porosity over tortuosity gives
$$D=\frac{0.5}{3}\left(\frac1{8.90}+\frac1{73.97}\right)^{-1}=1.324\ \mathrm{cm^2/s}.$$
The ideal-gas face concentration is $1.188\times10^{-7}$ mol/cm³, so
$$\phi^2=\frac{(0.5)^2(10^4)(2.765\times10^{-9})}{(1.324)(1.188\times10^{-7})}=43.96,\qquad \phi=6.63.$$

One interior node can be checked by hand. Orthogonality requires $\int_0^1(1-x^2)(x^2-s_1)dx=0$, or $2/15=2s_1/3$, so $s_1=1/5$. Exactness for $1$ and $x^2$ gives weights $5/6$ and $1/6$. With $u_N=1+a(1-x^2)$, $u_1=1+4a/5$ and $u_N''=-2a=\tfrac52(1-u_1)$. Thus
$$\tfrac52(1-u_1)=43.96\,\frac{3u_1}{1+2u_1},$$
or $5u_1^2+129.4u_1-2.5=0$. The positive root is $u_1=0.0193$, so $f(u_1)=0.0558$ and $\eta=(5\times0.0558+1)/6=0.213$.

The converged value is 0.1754, so one node is 22% high. Quadrature gives 0.1687 at $N=2$ and 0.17545 at $N=4$. At $N=8$ its relative error is $6\times10^{-7}$, while that of the flux is $4.5\times10^{-4}$. The flux error then falls to $1.4\times10^{-6}$ at $N=12$ but only to $3.6\times10^{-7}$ at $N=16$. Such uneven decay is what an oscillating error from a conjugate pair would give, though its phase was not tested here. It is the reason for requiring two successive values of $N$ in the stopping rule. The oscillation slows in $N$ as $\phi$ grows, so two passes can still lie near one zero crossing: at $\phi=320$ and tolerance $10^{-6}$ the rule stops at $N=103$, where the flux error is $3\times10^{-7}$, although $N=113$ again exceeds $10^{-6}$.

| $T$ (K) | $\phi$ | $\eta$ | $N$, flux | $N$, quadrature |
|---:|---:|---:|---:|---:|
| 1250 | 2.67 | 0.434 | 9 | 4 |
| 1350 | 6.63 | 0.175 | 15 | 8 |
| 1450 | 14.52 | 0.080 | 24 | 12 |

The node counts are the smallest $N$ from which the relative error in $\eta$ stays below $10^{-6}$ (at 1450 K the flux already passes once at $N=18$); this is numerical accuracy, far finer than the physical model. Centre growth, relative to the face, is 0.098 at 1250 K but $1.1\times10^{-4}$ at 1350 K. The rate law has no reverse reaction, whereas in a hydrogen carrier deposition cannot take methane below its equilibrium with carbon and hydrogen. That floor is roughly $u_{\rm eq}\approx0.007$ at 1350 K, so the very small centre concentrations of the hotter cases belong to the model. The starved centre does not: with a net rate proportional to $(u-u_{\rm eq})/(1+\beta u)$ and the same net face growth, the relative centre growth at 1350 K is still $1.1\times10^{-4}$. From 1350 to 1450 K face growth rises 4.7 times, while mean growth $\eta$ times the face value rises from 105 to 224 nm/h. In the thin-layer regime the growth that closes the mouth thus rises more in proportion than the mean growth that fills the slab.

**How far the model can be trusted**

Filling the centre needs nearly uniform growth, hence small $\phi$. None of the three cases provides it: even at 1250 K the centre grows at only a tenth of the face rate. At 1350 K the mouth would close in 1.7 h. The assumption of fixed pore geometry fails early: after 0.17 h the mouth is 10% narrower, and applying that narrowing to the whole slab raises $\phi$ to 7.33 and lowers the thin-layer $\eta$ by about 10%. Real narrowing is concentrated near the face, so a densification calculation must update $S$ and $D$ locally. Gas diffusion takes about 0.09 s, so the steady gas balance itself is sound.

Other estimates at 1350 K are smaller or conditional:

- A 2 mm external gas film gives a concentration drop of 5.5% of the face value; at 1450 K it is 11%. If 10 Torr is the bulk pressure, the face value must be solved for.
- With a rough reaction heat of 0.9 eV per molecule and conductivity 1 W/(m K), the centre cools by 1.4 K, changing the local rate constant by about 2%.
- Net molar flow changes the local transport resistance by about 1% at the face and by less inside. Product hydrogen adds about 7 Torr to the 90 Torr carrier, which matters if hydrogen inhibits deposition.
- A rough rate for direct methane decomposition gives gas-phase consumption in the pores of $3\times10^{-5}$ of wall consumption. This does not cover heavier hydrocarbons formed upstream, which can alter the deposition kinetics themselves.

**Failure modes and alternatives**

Smoothness here means an analytic solution on the closed slab. Take instead $f(u)=\sqrt u$ with $\phi>\sqrt{12}$. The solution is zero for $x<x_d$, and beyond it
$$u=\left(\frac{x-x_d}{1-x_d}\right)^4,\qquad u''=\frac{12}{(1-x_d)^2}\sqrt u,\qquad 1-x_d=\frac{\sqrt{12}}\phi.$$
Its fourth derivative jumps at $x_d$, and geometric convergence is lost. Interpolating this known profile at $\phi=8$ gave a maximum error of $2.0\times10^{-4}$ at degree 20 and $1.6\times10^{-8}$ at degree 200, a fitted algebraic order of 3.95. A separate element with its boundary at $x_d$ removes the kink from the polynomial.

Unequal faces or properties that change from one face to the other break the even symmetry and require a full-slab basis. Convergence of Newton's iteration is no evidence of resolution: at $\phi=320$ and $\beta=2$ it converges for every $N$ from 1 to 30, although the flux error first reaches $10^{-6}$ at $N=102$ and stays below it only from $N=114$.

At very large $\phi$, a dense solve costs $O(\phi^{3/2})$ because $N\propto\sqrt\phi$. A finite-difference mesh scaled to the layer, with a banded solve, is then cheaper. When only the mean rate is wanted, $\eta\simeq\sqrt{2F(1)}/\phi$ serves much earlier: its relative error is about $F(u_0)/[2F(1)]$, which is already near $10^{-9}$ at $\phi=6.63$. The numerical output follows.

## Calculated quantities

```
Saturation beta = 2.0; thin-layer phi*eta = 1.16279
Pore diameter = 2000 nm; half-thickness = 5.0 mm
Porosity = 0.50; tortuosity = 3.0
Precursor = 10 Torr; total = 100 Torr
Reference growth = 100 nm/h at 1250 K
Activation energy = 2.6 eV
Carbon density = 2.0 g/cm3 (rough)
Molecular diffusivity = 0.7 cm2/s at 300 K, 760 Torr
T=1250 K: growth=100.0 nm/h, De=1.2603 cm2/s
  phi=2.67453, eta=0.4342051, centre u=3.4839e-02
  centre/face growth=9.7710e-02; film drop=2.42 %
  modes for relative eta error 1e-6: flux 9, quadrature 4
T=1350 K: growth=597.7 nm/h, De=1.3239 cm2/s
  phi=6.62995, eta=0.1753846, centre u=3.6096e-05
  centre/face growth=1.0828e-04; film drop=5.52 %
  modes for relative eta error 1e-6: flux 15, quadrature 8
T=1450 K: growth=2791.9 nm/h, De=1.3848 cm2/s
  phi=14.51993, eta=0.0800824, centre u=4.1922e-11
  centre/face growth=1.2577e-10; film drop=11.16 %
  modes for relative eta error 1e-6: flux 24, quadrature 12
At 1350 K: Knudsen D=8.899, molecular D=73.966 cm2/s
At 1350 K: face concentration=0.11878 mol/m3
One-node value at 1350 K: u1=0.019310, eta=0.213147
N=1: eta=0.21314711, relative errors quad=2.15e-01, flux=6.82e-01
N=2: eta=0.16873224, relative errors quad=3.79e-02, flux=2.23e-01
N=4: eta=0.17545493, relative errors quad=4.01e-04, flux=2.85e-02
N=8: eta=0.17538467, relative errors quad=6.33e-07, flux=4.51e-04
N=12: eta=0.17538456, relative errors quad=1.43e-09, flux=1.42e-06
N=16: eta=0.17538456, relative errors quad=3.06e-13, flux=3.62e-07
Newton steps for N=40 at 1350 K = 5
Linear phi=5, N=3: eta error=2.011006e-05, energy=2.011006e-05
Exponential-rate ratio quadrature/flux at phi=5 = 1.951
Estimated/actual flux error at phi=5, N=6 = 0.99422
phi=5: singularity=0.80763+0.36276i, rho=1.64718
  ln(rho): predicted=0.49907, coefficients=0.50650
phi=12: singularity=0.91985+0.15115i, rho=1.36343
  ln(rho): predicted=0.31000, coefficients=0.31449
sqrt(phi)*ln(rho) at phi=5,12: 1.1159, 1.0739
phi=20: modes for 1e-6, flux=28, quadrature=16
phi=80: modes for 1e-6, flux=57, quadrature=32
phi=320: modes for 1e-6, flux=114, quadrature=64
Fitted mode-growth exponent = 0.5064
Dead core phi=8: algebraic order=3.950
  interpolation error degree 20=2.02e-04, 200=1.56e-08
Film thickness=2.0 mm; conductivity=1.0 W/(m K) (rough)
Heat=0.9 eV/molecule (rough): cooling=1.365 K, rate change=2.26 %
10% narrower pores: phi=7.3269, time at mouth=0.1673 h
Mouth closure time=1.673 h; gas diffusion time=0.0944 s
Net molar-flow correction=1.07 %; hydrogen rise=7.09 Torr
Gas-phase/wall consumption (rough 1e15/s, 4.5 eV) = 3.41e-05
```
